# The Burke property of exponential last-passage growth

A crystal fills the sites $(i,j)$ of a quadrant, $i,j\ge 1$, one unit at a time. A site can be filled once its left neighbour $(i-1,j)$ and its lower neighbour $(i,j-1)$ are both occupied. It then waits a random time $\omega$ before a unit attaches. Attachment is irreversible. If $G(i,j)$ is the time at which the site becomes occupied, the growth rule is

$$G(i,j)=\omega+\max[G(i-1,j),\,G(i,j-1)].$$

The maximum appears because the later of the two neighbours decides when the waiting starts. $G$ is called the last-passage time. The waiting times of different sites are independent and exponential with rate 1, so time is measured in mean waiting times and all quantities below are dimensionless. An exponential variable of rate $a$ has density $ae^{-az}$ for $z>0$, mean $1/a$ and variance $1/a^2$.

Around one corner, define the increments before the update,

$$I=G(i,j-1)-G(i-1,j-1),\qquad J=G(i-1,j)-G(i-1,j-1),$$

and those after it,

$$I'=G(i,j)-G(i-1,j),\qquad J'=G(i,j)-G(i,j-1).$$

$I$ and $I'$ are horizontal increments, $J$ and $J'$ vertical ones. Assume that $I$, $J$ and $\omega$ are independent, and that $I$ and $J$ are exponential with rates $r$ and $1-r$, where $0<r<1$. At $r=0$ or $r=1$ one of the increments would have no normalizable law. Write $z^+=\max(z,0)$.

## (a) The update in terms of increments

**Express $I'$ and $J'$ through $I$, $J$ and $\omega$. Evaluate them for $I=2.0$, $J=0.7$, $\omega=0.5$.**

Let $g=G(i-1,j-1)$. The two neighbours of the new site have times $G(i,j-1)=g+I$ and $G(i-1,j)=g+J$, so

$$G(i,j)=\omega+g+\max(I,J).$$

Subtracting each neighbour in turn removes $g$:

$$I'=\omega+\max(I,J)-J=\omega+(I-J)^+,$$
$$J'=\omega+\max(I,J)-I=\omega+(J-I)^+.$$

The last step in each line holds because $\max(I,J)-J$ equals $I-J$ if $I>J$ and zero otherwise, and likewise with the roles exchanged.

For the given numbers $I>J$, so $I'=0.5+1.3=1.8$ and $J'=0.5$. In terms of times, with $g=3.0$, the neighbours are filled at $5.0$ and $3.7$. The corner is filled at $5.0+0.5=5.5$, and the differences $5.5-3.7$ and $5.5-5.0$ give the same increments.

The new increments share the term $\omega$, which suggests a positive correlation. At most one of them also contains a positive difference, which works in the opposite direction. The question is whether the two effects can balance.

## (b) A reversible form of the update

**Two outputs cannot determine three inputs. Add the third output $X=\min(I,J)$ and find the inverse of the map $T:(I,J,\omega)\mapsto(I',J',X)$.**

Introduce the positive and negative parts of the difference,

$$D_+=(I-J)^+,\qquad D_-=(J-I)^+ .$$

At least one of them is zero, and $D_+-D_-=I-J$. The larger of $I$ and $J$ exceeds the smaller by the nonzero part, hence

$$I=X+D_+,\qquad J=X+D_- .$$

Part (a) reads, in the same notation,

$$I'=\omega+D_+,\qquad J'=\omega+D_- .$$

Comparing the two lines shows what the update does: it keeps the difference of the increments and replaces their common part $X$ by $\omega$.

Now apply $T$ to the triple $(I',J',X)$, with $X$ in the place of the waiting time. Since $I'-J'=D_+-D_-=I-J$, the positive and negative parts are unchanged. The three outputs are therefore

$$X+(I'-J')^+=X+D_+=I,$$
$$X+(J'-I')^+=X+D_-=J,$$
$$\min(I',J')=\omega+\min(D_+,D_-)=\omega .$$

So $T$ applied twice is the identity, and $T$ is its own inverse. It sends positive triples to positive triples, because $I'\ge\omega>0$, $J'\ge\omega>0$ and $X>0$. It is therefore a one-to-one map of the region $I,J,\omega>0$ onto itself.

In the example $X=0.7$. A second update starts from $(1.8,\,0.5,\,0.7)$ and returns $0.7+1.3=2.0$, then $0.7$, then $\min(1.8,0.5)=0.5$, which are the original inputs.

## (c) The joint law after one update

**Find the volume factor of $T$, and prove that $(I',J',X)$ has the same joint law as $(I,J,\omega)$.**

The map is linear on each side of the plane $I=J$. That plane has probability zero, since $I$ and $J$ have a joint density. For $I>J$ the outputs are $I'=I-J+\omega$, $J'=\omega$, $X=J$. With columns in the order $I,J,\omega$ the determinant is

$$\det\begin{pmatrix}1&-1&1\\0&0&1\\0&1&0\end{pmatrix}=1\cdot(0\cdot0-1\cdot1)=-1,$$

by expansion along the first column. For $I<J$ the outputs are $I'=\omega$, $J'=-I+J+\omega$, $X=I$, and expansion along the first row gives

$$\det\begin{pmatrix}0&0&1\\-1&1&1\\1&0&0\end{pmatrix}=1\cdot[(-1)\cdot0-1\cdot1]=-1 .$$

The absolute value is 1 on both sides, so $T$ preserves volume.

The three inputs are independent, so their joint density is the product

$$f(I,J,\omega)=r(1-r)\,e^{-S},\qquad S=rI+(1-r)J+\omega .$$

Insert $I=X+D_+$ and $J=X+D_-$:

$$S=[r+(1-r)]X+rD_++(1-r)D_-+\omega=X+\omega+rD_++(1-r)D_- .$$

The same combination formed from the outputs is

$$S'=rI'+(1-r)J'+X=[r+(1-r)]\omega+rD_++(1-r)D_-+X .$$

The two agree, $S'=S$. The fact that the rates add up to 1, the rate of the waiting time, has been used in both lines: it makes the expression symmetric under exchange of $X$ and $\omega$. In the example with $r=0.4$,

$$S=0.4(2.0)+0.6(0.7)+0.5=1.72,\qquad S'=0.4(1.8)+0.6(0.5)+0.7=1.72 .$$

The density of the outputs at a point $y$ is the input density at the preimage of $y$, divided by the absolute determinant. The preimage is $T^{-1}y=Ty$, so

$$f_{\rm out}(y)=\frac{f(Ty)}{1}=f(y),$$

where the last equality is the invariance of $S$. Written out,

$$f_{\rm out}(I',J',X)=r e^{-rI'}\;(1-r)e^{-(1-r)J'}\;e^{-X}.$$

The density factorizes. Hence $I'$, $J'$ and $X$ are independent and exponential with rates $r$, $1-r$ and 1. Integrating over $X$ leaves the statement for the increments alone: after the update they are again independent, with their original laws. This is the Burke property. $\square$

## (d) A second route through the Laplace transform

**Show that the minimum $X$ is independent of the difference $I-J$, for general rates $a$ of $I$ and $b$ of $J$. Use this to compute $E\,e^{-sI'-tJ'-vX}$ for $a=r$, $b=1-r$ and $s,t,v\ge0$.**

On the side $I>J$ use the variables $x=J$ and $d=I-J>0$. This change has unit determinant, and the density $ab\,e^{-aI-bJ}$ becomes

$$ab\,e^{-a(x+d)-bx}=(a+b)e^{-(a+b)x}\cdot\frac{ab}{a+b}e^{-ad}.$$

On the side $I<J$ use $x=I$ and $d=J-I>0$, which gives

$$ab\,e^{-ax-b(x+d)}=(a+b)e^{-(a+b)x}\cdot\frac{ab}{a+b}e^{-bd}.$$

The first factor is the same on both sides. Therefore $X$ is exponential with rate $a+b$ and independent of the sign and the size of the difference. Integrating the second factor over $d$ gives

$$\Pr(I>J)=\frac{b}{a+b},\qquad \Pr(I<J)=\frac{a}{a+b}.$$

Now set $a=r$, $b=1-r$, so that $X$ has rate 1. Since $sI'+tJ'+vX=(s+t)\omega+sD_++tD_-+vX$, and since $\omega$, $X$ and the difference are independent, the transform is a product of three averages:

$$E\,e^{-sI'-tJ'-vX}=\frac{1}{1+s+t}\cdot\frac{1}{1+v}\cdot E\,e^{-sD_+-tD_-}.$$

The two sides contribute to the last average

$$r(1-r)\left[\int_0^\infty e^{-(r+s)d}\,dd+\int_0^\infty e^{-(1-r+t)d}\,dd\right]
=r(1-r)\left[\frac1{r+s}+\frac1{1-r+t}\right].$$

Over a common denominator the numerator is $(1-r+t)+(r+s)=1+s+t$, which cancels the factor from $\omega$:

$$E\,e^{-sI'-tJ'-vX}=\frac{r}{r+s}\cdot\frac{1-r}{1-r+t}\cdot\frac1{1+v}.$$

This is the transform of three independent exponentials with rates $r$, $1-r$ and 1. The joint transform determines the joint law, so the result of (c) follows again. The cancellation is the balance asked about in (a): the shared $\omega$ and the mutually exclusive differences compensate at every $s$ and $t$.

For $r=0.4$, $s=0.3$, $t=0.5$, $v=0.2$ the product is

$$\frac{0.4}{0.7}\cdot\frac{0.6}{1.1}\cdot\frac1{1.2}=0.25974 .$$

Direct numerical integration of $e^{-sI'-tJ'-vX}$ over the law of the inputs, with the growth rule applied at each point, gives the same $0.25974$. A probability that is easier to picture is

$$\Pr(I'>2,\,J'>1)=e^{-0.4\cdot2-0.6\cdot1}=e^{-1.4}=0.247,$$

and the corresponding integral over the inputs also gives $0.247$.

## (e) When the property fails

**Let $I$ and $J$ have general rates $a$ and $b$, with $\omega$ still of rate 1. Find $E\,I'$ and the covariance of $I'$ and $J'$. What must the rates satisfy? Must the waiting time be exponential?**

From the density in (d),

$$E D_+=\frac{ab}{a+b}\int_0^\infty d\,e^{-ad}\,dd=\frac{ab}{a+b}\cdot\frac1{a^2}=\frac{b}{a(a+b)},$$

and by exchange of $a$ and $b$, $E D_-=a/[b(a+b)]$. Since $E\,\omega=1$,

$$E\,I'=1+\frac{b}{a(a+b)} .$$

For the comparison with $E\,I=1/a$, write $b=(a+b)-a$, which gives

$$E\,I'-E\,I=1+\frac1a-\frac1{a+b}-\frac1a=1-\frac1{a+b}.$$

This is the mean of the new common part $\omega$ minus the mean of the old one, $X$. The vertical increment changes by the same amount.

In the covariance, $\omega$ is independent of $D_+$ and $D_-$, so the mixed terms vanish:

$$\mathrm{Cov}(I',J')=\mathrm{Var}(\omega)+E(D_+D_-)-E D_+\,E D_- .$$

Here $\mathrm{Var}(\omega)=1$ and $D_+D_-=0$, because one factor is always zero. The product of the means is $1/(a+b)^2$. Hence

$$\mathrm{Cov}(I',J')=1-\frac1{(a+b)^2}.$$

Both the mean and the independence require $a+b=1$, and (c) shows that this condition is also sufficient.

For $a=0.4$ and $b=0.9$ the mean horizontal increment grows from $2.5$ to

$$1+\frac{0.9}{0.4\cdot1.3}=2.731,$$

and the covariance is $1-1/1.69=0.408$. Direct integration over the inputs confirms both values. The old increments had a common part of mean $1/1.3$, shorter than the mean waiting time 1 that replaces it, so both increments lengthen. With $a+b<1$ they would shorten and become negatively correlated.

Now let $\omega$ have any law on the positive axis, independent of $I$ and $J$. If $I'=\omega+D_+$ is to have the law of $I=X+D_+$, then, by independence in both sums,

$$E e^{-s\omega}\;E e^{-sD_+}=E e^{-sX}\;E e^{-sD_+}\qquad(s\ge0).$$

The common factor is positive and can be divided out, so $\omega$ must have the law of $X$. With exponential increments, the waiting time must therefore be exponential too, with rate $a+b$.

## (f) What the corner remembers

**For $a=r$, $b=1-r$, find the correlation coefficient of $I$ with $I'$, and that of $J$ with $J'$.**

The property preserves laws, not values. Since $I=X+D_+$ and $I'=\omega+D_+$, with $X$, $\omega$ and $D_+$ independent,

$$\mathrm{Cov}(I,I')=\mathrm{Var}(D_+).$$

The second moment is, with $a+b=1$,

$$E D_+^2=r(1-r)\int_0^\infty d^2e^{-rd}\,dd=r(1-r)\frac{2}{r^3}=\frac{2(1-r)}{r^2},$$

and the mean is $(1-r)/r$, so

$$\mathrm{Var}(D_+)=\frac{2(1-r)-(1-r)^2}{r^2}=\frac{(1-r)(1+r)}{r^2}=\frac{1-r^2}{r^2}.$$

Both $I$ and $I'$ have variance $1/r^2$. Dividing by it gives

$$\mathrm{Corr}(I,I')=1-r^2,\qquad \mathrm{Corr}(J,J')=1-(1-r)^2,$$

the second by exchange of $r$ and $1-r$. For $r=0.4$ these are $0.84$ and $0.64$. At this $r$ each new increment is thus strongly correlated with the old one of the same direction, although the two new increments are independent of each other.

The limits are clear from the mechanism. For $r\to0$ the horizontal increment is typically much longer than the common part, so replacing that part hardly alters it and its correlation tends to 1. For $r\to1$ the probability $\Pr(I>J)=1-r$ tends to zero. Then $I'=\omega$ in nearly all updates, and the memory of $I$ is lost.

## (g) From one corner to a growing crystal

**Let $G(0,0)=0$, and let the increments along the two axes be independent, horizontal ones with rate $r$ and vertical ones with rate $1-r$, and independent of all waiting times. What is the joint law of the increments along a path that goes only right and down? Find $E\,G(m,n)$. May the variances be added in the same way?**

Start with the path that descends the vertical axis to the origin and then follows the horizontal axis. Its increments are independent by assumption. Updating a corner replaces the piece "down, then right" by "right, then down", and thus the pair $(J,I)$ by $(I',J')$.

Suppose all increments on the current path are independent with the stated laws. They depend only on the axes and on waiting times already used, so the new $\omega$ is independent of them. The pair $(I',J')$ is a function of $(I,J,\omega)$ and is therefore independent of the rest of the path. By (c) its two members are independent of each other and have the correct laws. The assumption thus holds for the new path. Every right-down path between the axes is reached by updating the sites below it row by row, so by induction it has independent increments: rate $r$ on each horizontal step, $1-r$ on each vertical one.

To reach $(m,n)$ from the origin, go up the vertical axis and then right along row $n$. The $n$ vertical steps have mean $1/(1-r)$ and the $m$ horizontal steps have mean $1/r$. Means add whether or not the terms are independent:

$$E\,G(m,n)=\frac mr+\frac n{1-r}.$$

For $r=0.4$, $m=4$, $n=3$ this is $10+5=15$ mean waiting times. A sample of 200,000 lattices gives $14.997\pm0.010$, where the uncertainty is one standard error. The same sample tests the path statement. On the top row and right column, the average of $e^{-0.1\sum I-0.2\sum J}$ is $0.17283\pm0.00025$, while independence predicts

$$\left(\frac{0.4}{0.5}\right)^4\left(\frac{0.6}{0.8}\right)^3=0.17280 .$$

The variances may not be added, because the route used for the mean goes up and right. The smallest case shows it: $G(1,1)=J+I'$, and with $J=X+D_-$ and $I'=\omega+D_+$,

$$\mathrm{Cov}(J,I')=\mathrm{Cov}(D_-,D_+)=-E D_-\,E D_+=-\frac{r}{1-r}\cdot\frac{1-r}{r}=-1 .$$

Hence $\mathrm{Var}\,G(1,1)=1/r^2+1/(1-r)^2-2$, which is less than the sum of the two variances.

The mean also bounds growth without random axes. Let $G_0$ obey the same rule with the same waiting times, but with $G_0=0$ on both axes. The rule is increasing in both neighbours, so $G_0(m,n)\le G(m,n)$ site by site, and $E\,G_0(m,n)\le m/r+n/(1-r)$ for every $r$. The right side is smallest where $m/r^2=n/(1-r)^2$, that is at $r=\sqrt m/(\sqrt m+\sqrt n)$. Inserting this value gives

$$E\,G_0(m,n)\le\sqrt m(\sqrt m+\sqrt n)+\sqrt n(\sqrt m+\sqrt n)=(\sqrt m+\sqrt n)^2 .$$

The parameter $r$ fixes the orientation of the lines of constant mean time. They satisfy $m/r+n/(1-r)=\text{const}$ and have slope $dn/dm=-(1-r)/r$. Along the diagonal $m=n$, the mean time per step is $1/r+1/(1-r)=1/[r(1-r)]$. Its inverse, $r(1-r)$, is a growth rate that depends nonlinearly on orientation and is largest at $r=1/2$.

These results belong to a model with irreversible attachment and one common attachment rate. Detachment or surface diffusion between corners would change the growth rule itself. Rates that depend on the surroundings would change the law of the waiting times, which the proof takes to be independent and exponential with rate 1. In either case the proof as given would no longer apply. No material is represented by $r=0.4$. If the model is used with a mean attachment time $\tau$, and the increments on the axes are given the rates $r/\tau$ and $(1-r)/\tau$, all times are multiplied by $\tau$ and the correlation coefficients stay as they are. The numerical output lists the values used above.

## Numbers as computed

```
rate of I, r = 0.4 per mwt; rate of J = 0.6 per mwt
mean I = 2.5000 mwt; mean J = 1.6667 mwt
corner inputs: I = 2.0, J = 0.7, omega = 0.5 mwt
old heights: base 3.0, east 5.0, north 3.7 mwt
new corner height = 5.5 mwt
outputs: I' = 1.8, J' = 0.5, X = 0.7 mwt
exponent S before = 1.720, after = 1.720
second update returns: 2.0, 0.7, 0.5 mwt
determinants for I>J, I<J: -1.0, -1.0
Laplace arguments for I', J', X: 0.3, 0.5, 0.2 per mwt
Laplace transform: integral 0.25974026, product 0.25974026
P(I'>2, J'>1 mwt): integral 0.247, product 0.247
correlation of I with I' = 0.8400
correlation of J with J' = 0.6400
|covariance of I' and J'| = 0.0000 mwt^2
control rates: 0.4, 0.9 per mwt
control mean of I = 2.5000, of I' = 2.7308 mwt
control covariance of I' and J' = 0.4083 mwt^2
lattice: m = 4, n = 3, samples = 200000
path Laplace arguments: top 0.1, right 0.2 per mwt
path transform: sampled 0.17283 +- 0.00025, product 0.17280
mean G(m,n): sampled 14.997 +- 0.010 mwt, formula 15.000 mwt
```
